# Why an L1₀ Structure Relaxing to B2 Corrupts an fcc Expansion

A measure of how far a relaxed crystal has left its parent lattice should not change when the crystal is turned or uniformly expanded. These two symmetries narrow its form; three further choices complete it: equal treatment of all strain directions, a logarithmic variable and a quadratic norm. Let \(F\) be the matrix that carries each ideal lattice vector to the corresponding relaxed one. Any such matrix is a rotation (or reflection), then stretches \(\lambda_1,\lambda_2,\lambda_3\) along perpendicular axes, then another rotation. Turning the relaxed crystal changes only the last rotation, so that one cannot matter. The first sets how the strain lies relative to the crystal axes. We choose to ignore this direction too, and then only the singular values \(\lambda_i\) can enter. Successive stretches along the same axes multiply, so their logarithms add, and \(\ln\lambda_i\) is the natural variable. A uniform expansion adds the same number to all three logarithms, so only the differences from their mean may appear:

\[
e_i=\ln\lambda_i-\tfrac13\sum_j\ln\lambda_j ,\qquad \sum_i e_i=0 .
\]

A quadratic form that treats the three axes alike is \(\alpha\sum_i e_i^2+\beta(\sum_i e_i)^2\). Its second term vanishes. With the free scale set by \(\alpha=1\), the measure is

\[
\eta(F)=\Big(\sum_i e_i^2\Big)^{1/2}.
\]

This number, measured first from fcc and then from bcc, can tell when a structure labelled fcc has become bcc. The model below shows why that matters for a cluster expansion.

### From L1₀ to B2

In L1₀ the two species occupy alternate (001) planes of an fcc lattice. Let \(a\) and \(c\) be the conventional fcc axes, with \(c/a=1\) for the undistorted lattice. The smallest square in a plane has side \(a_p=a/\sqrt2\), so the primitive tetragonal cell has

\[
\frac{c}{a_p}=\sqrt2\,\frac ca .
\]

At \(c/a=1/\sqrt2\) this ratio is 1. The cell is then a cube with one species at the corners and the other at the centre, which is B2. The Bain path is the continuous change of \(c/a\) between these two shapes.

The neighbours show what happens to the labels. An atom in L1₀ has twelve fcc first neighbours: four like atoms in its own plane at distance \(a_p\), and eight unlike atoms in the adjacent planes at distance

\[
u=\tfrac12\sqrt{a^2+c^2}=\tfrac12\sqrt{2a_p^2+c^2}.
\]

Two of its fcc second neighbours lie along the axis at distance \(c\), and are like atoms. At \(c=a_p\) the eight unlike atoms are at \(u=(\sqrt3/2)a_p\). The four in-plane atoms and the two axial ones now share the distance \(a_p\), larger than \(u\) by the factor \(2/\sqrt3=1.1547\). They are the six second neighbours of B2.

A cluster expansion does not see this regrouping. It writes the energy as a function of occupations \(\sigma_i=\pm1\) on ideal fcc sites, through averages of products of \(\sigma\) over pairs, triangles and so on. For L1₀ the first-neighbour pair average is \((4-8)/12=-1/3\), before and after the collapse. A single first-neighbour coefficient is thus asked to describe pairs that have become first and second neighbours of another lattice.

### The strain of the collapse, and a threshold

At constant volume the path from fcc to axial ratio \(\rho=c/a\) has stretches \(\rho^{-1/3},\rho^{-1/3},\rho^{2/3}\): their product is 1 and the ratio of the third to the first is \(\rho\). Hence

\[
\eta^2=\left(\tfrac19+\tfrac19+\tfrac49\right)(\ln\rho)^2,
\qquad
\eta=\sqrt{\tfrac23}\,|\ln\rho| .
\]

For \(\rho=1/\sqrt2\), \(|\ln\rho|=\tfrac12\ln2\), and

\[
\eta_B=\frac{\ln2}{\sqrt6}=0.283 .
\]

Could another homogeneous deformation turn fcc into bcc with less strain? Suppose one has \(\eta\le\eta_B\), and let \(m\) be its largest \(e_i\). The other two sum to \(-m\), so their squares sum to at least \(m^2/2\). Therefore \(\eta^2\ge\tfrac32m^2\), and

\[
m\le\sqrt{\tfrac23}\,\eta_B=\tfrac13\ln2 .
\]

At equal volume no vector is stretched by more than \(2^{1/3}=1.26\). Take the fcc neighbour distance as 1. The volume per atom is \(1/\sqrt2\), and a bcc lattice of that density has cube edge \(2^{1/6}=1.12\). Its third neighbours, at \(\sqrt2\times1.12=1.59\), are out of reach. The three primitive fcc vectors, each of length 1, must therefore land on the fourteen bcc vectors of the first two shells. A search through all such triples that enclose the right volume finds 1344 maps, and the smallest \(\eta\) among them is \(\eta_B\).

A threshold also requires that strains combine like distances: \(\eta(GF)\le\eta(G)+\eta(F)\). To see this, scale both matrices to unit determinant and list the logarithmic stretches in decreasing order: \(x_i\) for \(GF\), and \(y_i\) for the sum of the ordered lists of \(G\) and \(F\). The greatest enlargement of a length by a product is at most the product of the greatest enlargements, so \(x_1\le y_1\). The same holds for areas, whose greatest enlargement is the product of the two largest stretches, so \(x_1+x_2\le y_1+y_2\). All three terms sum to zero in each list. With \(S_1=y_1-x_1\ge0\) and \(S_2=y_1+y_2-x_1-x_2\ge0\), regrouping gives

\[
\sum_i x_i(y_i-x_i)=(x_1-x_2)S_1+(x_2-x_3)S_2\ge0 .
\]

Thus \(|x|^2\le x\cdot y\le|x||y|\), so \(|x|\le|y|\), and \(|y|\) is at most the sum of the two separate norms.

Now let \(F\) be the deformation of a relaxed structure and \(F_b\) any map from fcc to bcc. Since \(F_b=(F_bF^{-1})F\),

\[
\eta(F_bF^{-1})\ge\eta(F_b)-\eta(F)\ge\eta_B-\eta(F).
\]

If \(\eta(F)<\eta_B/2=0.141\), the lattice is closer to fcc than to every bcc variant. On the Bain path this threshold lies at \(c/a=2^{-1/4}=0.841\).

The converse does not hold. An elongated cell with \(c/a=1.2\) has \(\eta=0.149\) and is flagged, although it has moved away from the B2 end of its path. A flag therefore calls for a second measurement, the smallest \(\eta(F_bF^{-1})\) over the bcc maps. If that is near zero, the lattice is bcc. The 1344 maps found above include the Bain collapse, but a bcc lattice reached by a larger strain can lie outside that list, so a large distance from all of them does not rule out bcc.

### When the path runs downhill

Whether L1₀ collapses depends on the interactions. Take a binary alloy of A and B atoms with Morse pair energies

\[
\phi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right].
\]

The preferred unlike distance is the unit of length, and \(\alpha=6\) in its inverse. The preferred like distance is \(s\). The depths are 200 meV for AB, 120 meV for AA and 80 meV for BB. These are round model values and stand for no particular material. L1₀ contains equal numbers of AA and BB pairs, so its like pairs have a mean depth of 100 meV.

At \(s=1.10\) the fcc-shaped crystal settles at a neighbour distance of 1.024, between the two preferred distances. The unlike bonds are stretched and pull inward, while the in-plane like bonds are squeezed. Hold \(u\) fixed and let \(a_p\) grow; the relation \(4u^2=2a_p^2+c^2\) then makes \(c\) shrink. The four in-plane like bonds contribute \(\tfrac12\cdot4\,\phi(a_p)=2\phi(a_p)\) per atom, each bond being shared by two atoms. The slope \(2\phi'(a_p)\) is negative while \(a_p<s\), so these bonds drive the plane to widen and \(c/a\) to fall. More distant pairs add forces of both signs, and the outcome needs the full sum.

At B2 the driving force vanishes by symmetry, because the stress of a cubic crystal is isotropic and has no part that changes \(c/a\). B2 is therefore a stationary point of the path. Whether it is a minimum depends on the potential.

Relaxing every component of the cell by small downhill steps, from a slightly distorted fcc start, gives the following. The two-atom cell needs no internal relaxation: every atom is a centre of inversion, so the forces cancel. The gain is relative to L1₀ held at fcc shape with its volume relaxed.

| \(s\) | \(c/a\) | \(\eta\) | gain (meV/atom) |
|---|---|---|---|
| 1.00 | 1.040 | 0.032 | −2.3 |
| 1.02 | 0.981 | 0.016 | −0.5 |
| 1.04 | 0.911 | 0.076 | −9.9 |
| 1.06 | 0.707 | 0.283 | −36.0 |
| 1.08 | 0.707 | 0.283 | −78.9 |
| 1.10 | 0.707 | 0.283 | −127.9 |

Between \(s=1.04\) and \(s=1.06\) the end point changes from a strained fcc structure to B2. The sweep is too coarse to show how the change occurs. At \(s=1.00\) the cell becomes slightly longer, against the trend set by the in-plane bonds. There the fcc-shaped crystal settles at a neighbour distance \(d=0.986\), so the unlike bonds are squeezed too. At constant volume the logarithm of a like first-neighbour length changes by \(-\tfrac13\ln\rho\) and that of an unlike one by \(+\tfrac16\ln\rho\). The first shell therefore gives \(dE/d\ln\rho=\tfrac23 d\,[\phi'_{AB}(d)-\phi'_{\rm like}(d)]\). At \(s=1.00\) both slopes are negative and the unlike one is twice as large, so \(c/a\) rises. Holding \(u\) fixed leaves this term out, and the in-plane argument alone does not fix the sign.

For \(s=1.10\) the energy above B2, with volume relaxed at each shape, is 127.9 meV/atom at \(c/a=1\), 27.6 at 0.841 and zero at 0.707. It falls at each of the twelve steps computed between the ends, so no barrier appears on that grid. The threshold \(\eta_B/2\) is a geometric midpoint and marks no feature of this energy curve.

### Why a collapse is hard to expand

A small relaxation that stays near fcc is the milder case. Let \(\varepsilon\) be a small shape strain about fcc, with energy \(E_0+g\varepsilon+\tfrac12K\varepsilon^2\). The minimum is at \(\varepsilon=-g/K\) and lowers the energy by \(g^2/2K\). With pair forces at fixed volume, \(g\) and \(K\) are linear in the point average and in pair averages of \(\sigma\) taken separately for each bond direction (equal weights over a whole shell have cubic symmetry and would give \(g=0\) for a shape strain), because the energy of a pair is a combination of \(1\), \(\sigma_i\), \(\sigma_j\) and \(\sigma_i\sigma_j\). The lowering is then a smooth function of those averages as long as \(K\) stays well above zero, though not a linear one, so a short expansion can only approximate it. When the structure slides all the way to B2, the strain is no longer small and this local formula cannot be relied on.

The cluster expansion can still represent the result in principle. On \(N\) sites there are \(2^N\) products \(\sigma_C=\prod_{i\in C}\sigma_i\), one for each set of sites \(C\). Averaged over all configurations, the product of two different ones is zero, since some site appears once and its \(\sigma\) averages to zero. These \(2^N\) functions are therefore independent, and they span all functions of the \(2^N\) configurations.

The cost appears in the coefficients. Suppose one configuration \(\tau\) alone has its total energy changed by \(W\). The function to be added is

\[
W\prod_{i=1}^{N}\frac{1+\sigma_i\tau_i}{2}
=\frac{W}{2^N}\sum_C\tau_C\,\sigma_C ,
\]

because each factor is 1 where \(\sigma_i=\tau_i\) and 0 elsewhere. Every cluster, near or far, small or large, receives a coefficient of the same magnitude. Symmetry-related copies of \(\tau\) add similar sums, in which some terms may cancel. An isolated change of branch thus has no natural short-range form, and short range is what a truncated expansion assumes.

### What the fit does with one wrong branch

In practice a few coefficients \(\beta\) are fitted to \(n\) energies \(y\) by least squares. Let row \(x_i^T\) of the matrix \(X\) hold the averages for structure \(i\). Setting the derivative of \(|y-X\beta|^2\) to zero gives \(X^TX\beta=X^Ty\). When \(X^TX\) is invertible, the fitted energies are

\[
\hat y=X\beta=Hy,\qquad H=X(X^TX)^{-1}X^T .
\]

If the energy of structure \(k\) alone changes by \(\Delta\), then

\[
\delta\beta=(X^TX)^{-1}x_k\,\Delta,\qquad
\delta\hat y_i=H_{ik}\,\Delta .
\]

The residual \(y_k-\hat y_k\) changes by only \((1-h)\Delta\), where \(h=H_{kk}\) is the leverage of structure \(k\). The fit absorbs the fraction \(h\) at \(k\) itself and pays for it elsewhere. Since \(H\) is symmetric and \(H^2=H\),

\[
h=\sum_iH_{ik}^2=h^2+\sum_{i\ne k}H_{ik}^2 ,
\]

so the root-mean-square shift of the other \(n-1\) fitted energies is

\[
|\Delta|\sqrt{\frac{h(1-h)}{n-1}} .
\]

If \(h=1\), as when there are as many independent functions as structures, the residual is zero and the wrong branch leaves no trace in the quality of the fit. The coefficients still carry it to structures outside the fit.

To isolate this mechanism, all fcc superstructures with up to four atoms per cell were given energies at fixed fcc shape, with volume relaxed and \(s=1.10\). They provide 29 distinct rows of data. The fit has seven terms: a constant, a point term, the first three pair shells, and the nearest-neighbour triangle and tetrahedron. Then the L1₀ energy alone was replaced by its B2 value:

\[
\Delta=-1167.7-(-1039.8)=-127.9\ \text{meV/atom}.
\]

The leverage of L1₀ is \(h=0.313\), and the predicted shift of the other 28 energies is

\[
127.9\sqrt{\frac{0.313\times0.687}{28}}=11.2\ \text{meV/atom},
\]

as found by refitting. The largest single shift is 25.0 meV/atom.

The coefficients, quoted per atom with all equivalent clusters included, show how the fit spreads the false energy over several terms. The first pair term rises from 299.6 to 326.8 meV, the second goes from −0.4 to −12.5 meV, the third from −23.2 to −12.7 meV, the tetrahedron term from −6.2 to −14.7 meV, and the constant from −924.5 to −931.4 meV. The point and triangle terms do not move. This follows from symmetry: the data set is closed under exchange of A and B, so even and odd terms decouple in \(X^TX\), and L1₀ has no odd averages with which to disturb the odd terms.

The residual of L1₀ can be followed by hand. Its averages are \(-1/3\), \(1\) and \(-1/3\) for the three pair shells, 0 for the triangle and 1 for the tetrahedron. The contaminated fit predicts

\[
-931.4-\tfrac13(326.8)-12.5+\tfrac13(12.7)-14.7=-1063\ \text{meV/atom},
\]

which lies about 104 meV/atom above the supplied energy. This residual understates the conflict. Let \(p\) be the prediction for \(k\) from a fit without it. If \(y_k\) were equal to \(p\), adding it would change nothing, since the other residuals are already minimal and its own is zero. Moving it from \(p\) to its actual value creates a residual \(e_k=(1-h)(y_k-p)\), and hence

\[
y_k-p=\frac{e_k}{1-h}=\frac{-104.4}{0.687}=-152\ \text{meV/atom}.
\]

Damage to predictions was measured on 28 distinct five-atom data rows that took no part in the fits. The reference is their energy in the same model at fcc shape. The rms error is 6.3 meV/atom for the clean fit, 13.5 with the B2 energy included, and 6.6 with L1₀ removed. One entry of 29 has roughly doubled the error, and omitting it restores most of the accuracy. The numerical check checks these fits, the strain bounds and the relaxation. The recovery holds for this constructed data set, in which every other structure is frozen at fcc shape. The collapse is isolated only by that construction. If all cell shapes are relaxed at \(s=1.10\), several other training structures also pass the threshold, and removing L1₀ alone then leaves most of the error.

### Using the flag, and where it fails

A B2 energy is a valid energy attached to the wrong lattice, and it belongs in a bcc expansion. The fcc expansion can omit the structure or use an energy computed under a stated constraint, such as fixed fcc shape. Omission has a price. The fit without L1₀ misses the B2 value by −152 meV/atom, of which −128 is the change of branch. The remaining −24 meV/atom is its error for L1₀ at fcc shape, against \((1-h)(-24.2)=-16.6\) meV/atom when that constrained energy is included in the fit. The constrained energy thus recovers about 8 meV/atom of the miss, not all of it, and it describes a crystal held away from its minimum.

The metric has three limits. First, \(F\) must compare the same lattice vectors before and after relaxation. If a program re-chooses the cell, an unstrained fcc lattice can appear strained: with three primitive vectors at 60° to one another, replacing one by its sum with another gives \(\eta=0.82\). Second, \(\eta\) sees only the cell. In cells with several atoms, internal displacements can change the structure while the cell barely moves, so they need their own check. The bound \(\eta_B\) likewise covers homogeneous maps and makes no promise when atoms also shuffle. Third, a structure below the threshold may still be strongly strained. In the sweep, L1₀ at \(s=1.04\) has \(c/a=0.911\) and passes, yet relaxation has changed its energy by 9.9 meV/atom. It has kept its place in the fcc basin, but a short expansion may still describe that energy poorly. At \(s=1.10\) some structures that stay below the threshold gain several tens of meV/atom from cell relaxation.

## Table of computed values

```
Morse decay constant (1/unlike distance): 6.0
well depths AB, AA, BB (meV): 200, 120, 80
c/a of B2 on fcc axes: 0.7071
Bain strain eta_B: 0.2830; threshold eta_B/2: 0.1415
c/a at threshold: 0.8409
smallest eta in search over 1344 fcc-bcc maps: 0.2830
false eta of unstrained fcc in another basis: 0.8194
L1_0 relaxation: like/unlike ratio, c/a, eta, energy gain (meV/atom), residual stress (eV/atom)
  1.00  1.0401  0.0321      -2.28  9.6e-10
  1.02  0.9806  0.0160      -0.52  9.8e-10
  1.04  0.9113  0.0758      -9.92  9.8e-10
  1.06  0.7071  0.2830     -36.00  9.9e-10
  1.08  0.7071  0.2830     -78.92  9.9e-10
  1.10  0.7071  0.2830    -127.86  9.7e-10
remaining distance to bcc at ratio 1.10: 6.5e-09
relaxed second/first neighbour distance: 1.1547
six second neighbours: 4 from fcc shell 1, 2 from fcc shell 2
Bain path at ratio 1.10: c/a, energy above B2 (meV/atom)
  1.0000    127.86
  0.9170     64.10
  0.8409     27.58
  0.7711      7.63
  0.7071      0.00
distinct training rows (up to 4 atoms): 29
distinct held-out rows (5 atoms): 28
L1_0 energy, fcc shape (meV/atom): -1039.82
L1_0 energy, relaxed to B2 (meV/atom): -1167.68
Delta (meV/atom): -127.86
leverage of L1_0: 0.3129
L1_0 residual in contaminated fit (meV/atom): -104.45
L1_0 deleted residual (meV/atom): -152.02
largest shift of another training row (meV/atom): 24.97
rms shift of other training rows (meV/atom): 11.20
coefficients (meV/atom): clean, contaminated, L1_0 removed
  constant       -924.49   -931.35   -923.19
  point          -123.79   -123.79   -123.79
  pair 1          299.64    326.77    294.51
  pair 2           -0.35    -12.47      1.94
  pair 3          -23.17    -12.73    -25.14
  triangle         -6.41     -6.41     -6.41
  tetrahedron      -6.22    -14.72     -4.62
held-out rms error (meV/atom): clean, contaminated, L1_0 removed
  6.27  13.45  6.63
```
